# What does a flat-band shift say about the charge in an oxide?: test program

```python
"""Flat-band shift of a MOS capacitor with fixed oxide charge.

Result under test: shift = -(1/eps) * integral of x*rho(x) over the oxide,
where x is the distance from the metal gate, rho the fixed charge density
and eps the oxide permittivity. The total charge does not set the shift.
Independent road: nonlinear Poisson equation through oxide and p-type
semiconductor, with flat band found as zero surface potential.
Internal units: nm, volt, elementary charge. Potential is zero in the bulk;
gate voltage is measured from the work-function difference.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

EPS0 = const.epsilon_0 / const.e * 1e-9      # e / (V nm)
TEMPERATURE = 300.0
VT = const.k * TEMPERATURE / const.e         # thermal voltage, V
T_OX, STEP = 20.0, 0.1                       # oxide thickness, grid step, nm
K_OX, K_SEMI = 4.0, 12.0                     # relative permittivities
ACCEPTORS, INTRINSIC = 1e-4, 1e-11           # nm^-3
P0, N0 = ACCEPTORS, INTRINSIC**2 / ACCEPTORS
SHEET = 0.01                                 # nm^-2, equals 1e12 cm^-2
TO_CM2 = 1e14                                # nm^-2 to cm^-2
N_OX = round(T_OX / STEP)
X_OX = np.linspace(0.0, T_OX, N_OX + 1)
EPS_OX = K_OX * EPS0
C_OX = EPS_OX / T_OX
SEMI_STEPS = 0.05 * 1.02 ** np.arange(243)   # graded grid, about 300 nm deep
NO_CHARGE = np.zeros(N_OX + 1)


def solve(gate_voltage, charge, k_layers=None):
    """Return surface potential, semiconductor charge and gate charge."""
    n = len(charge) - 1
    if k_layers is None:
        k_layers = np.full(n, K_OX)
    steps = np.concatenate([np.full(n, STEP), SEMI_STEPS])
    k_all = np.concatenate([k_layers, np.full(len(SEMI_STEPS), K_SEMI)])
    link = k_all * EPS0 / steps
    volume = np.zeros(len(steps) + 1)        # semiconductor part of each cell
    volume[n:-1] += SEMI_STEPS / 2
    volume[n + 1:] += SEMI_STEPS / 2
    fixed = np.zeros(len(steps) + 1)
    fixed[:n + 1] = charge
    psi = np.zeros(len(steps) + 1)
    psi[0] = gate_voltage
    for _ in range(400):
        holes = P0 * np.exp(-psi / VT)
        electrons = N0 * np.exp(psi / VT)
        mobile = volume * (holes - P0 - electrons + N0)
        flux = link * (psi[:-1] - psi[1:])
        residual = flux[:-1] - flux[1:] + (fixed + mobile)[1:-1]
        response = volume * (holes + electrons) / VT
        bands = np.zeros((3, len(residual)))
        bands[0, 1:] = link[1:-1]
        bands[1] = -(link[:-1] + link[1:]) - response[1:-1]
        bands[2, :-1] = link[1:-1]
        change = solve_banded((1, 1), bands, -residual)
        largest = np.max(np.abs(change[n - 1:]))
        psi[1:-1] += change * min(1.0, 2 * VT / max(largest, 1e-30))
        if np.max(np.abs(change)) < 1e-9:
            break
    else:
        raise RuntimeError("Poisson iteration did not converge")
    mobile = volume * (P0 * np.expm1(-psi / VT) - N0 * np.expm1(psi / VT))
    gate_charge = link[0] * (psi[0] - psi[1]) - charge[0]
    return psi[n], mobile.sum(), gate_charge


def flat_band(charge, k_layers=None):
    return brentq(lambda v: solve(v, charge, k_layers)[0], -4.0, 4.0,
                  xtol=1e-10)


def capacitance(voltage, charge, dv=1e-3):
    """Quasi-static capacitance from its definition, e/(V nm^2)."""
    upper = solve(voltage + dv, charge)[2]
    lower = solve(voltage - dv, charge)[2]
    return (upper - lower) / (2 * dv)


def node_charge(profile):
    sheets, density = profile
    charge = np.zeros(N_OX + 1)
    if density is not None:
        cells = np.full(N_OX + 1, STEP)
        cells[[0, -1]] = STEP / 2
        charge += density(X_OX) * cells
    for position, amount in sheets:
        charge[round(position / STEP)] += amount
    return charge


def moment(profile, power, gate_plane=0.0):
    """Moment about the gate plane of the charge lying beyond it."""
    sheets, density = profile
    total = sum(amount * (position - gate_plane) ** power
                for position, amount in sheets if position >= gate_plane)
    if density is not None:
        total += quad(lambda x: density(x) * (x - gate_plane) ** power,
                      gate_plane, T_OX)[0]
    return total


profiles = {
    "interface": ([(T_OX, SHEET)], None),
    "middle": ([(T_OX / 2, 2 * SHEET)], None),
    "uniform": ([], lambda x: 2 * SHEET / T_OX + 0 * x),
    "ramp": ([], lambda x: 6 * SHEET / T_OX * (1 - x / T_OX)),
}
charges = {name: node_charge(p) for name, p in profiles.items()}

print(f"oxide thickness {T_OX:.1f} nm, temperature {TEMPERATURE:.0f} K")
print(f"relative permittivity: oxide {K_OX:.1f}, semiconductor {K_SEMI:.1f}")
print(f"acceptors {ACCEPTORS * 1e21:.1e} cm^-3, "
      f"intrinsic density {INTRINSIC * 1e21:.1e} cm^-3")
TO_NF = const.e * 1e14 * 1e9                 # e/(V nm^2) to nF/cm^2
print(f"oxide capacitance {C_OX * TO_NF:.1f} nF/cm^2")

# One sheet moved through the oxide: the shift must extrapolate to zero.
positions = np.array([1.0, 5.0, 10.0, 15.0, 20.0])
sheet_shifts = np.array([flat_band(node_charge(([(x, SHEET)], None)))
                         for x in positions])
slope, intercept = np.polyfit(positions, sheet_shifts, 1)
assert np.max(np.abs(sheet_shifts - slope * positions - intercept)) < 1e-6
assert abs(intercept) < 1e-6
assert abs(slope + SHEET / EPS_OX) < 1e-6
print(f"One sheet of {SHEET * TO_CM2:.1e} cm^-2, Poisson solution:")
for x, shift in zip(positions, sheet_shifts):
    print(f"  {x:4.1f} nm from gate: shift {shift:z.4f} V")
print(f"  extrapolated to the gate: {intercept:z.4f} V")

# Equal first moments, different totals. The 1e-4 V tolerance covers the
# replacement of a continuous profile by charges on grid nodes.
print("Equal moments: total, equivalent (1e12 cm^-2), shift (V), gate field")
for name, profile in profiles.items():
    shift = flat_band(charges[name])
    predicted = -moment(profile, 1) / EPS_OX
    total = moment(profile, 0)
    gate_charge = solve(shift, charges[name])[2]
    equivalent = -C_OX * shift
    assert abs(shift - predicted) < 1e-4
    assert abs(gate_charge + total) < 1e-5 * total
    assert equivalent <= total * (1 + 1e-4)
    print(f"  {name:9s} {total * TO_CM2 / 1e12:.3f} "
          f"{equivalent * TO_CM2 / 1e12:.3f} {shift:z.4f} "
          f"{gate_charge / EPS_OX:z.4f} V/nm")
common_shift = -moment(profiles["interface"], 1) / EPS_OX
print(f"  shift from the moment formula: {common_shift:.4f} V")

# Whole curve: each charged device must repeat the charge-free one, shifted.
worst_shifted, worst_unshifted = 0.0, 0.0
for overdrive in np.linspace(-1.5, 1.5, 13):
    ideal_c = capacitance(overdrive, NO_CHARGE)
    for name, charge in charges.items():
        voltage = overdrive + common_shift
        surface, semi_charge, _ = solve(voltage, charge)
        balance = surface - semi_charge / C_OX + common_shift
        assert abs(balance - voltage) < 1e-4
        error = abs(capacitance(voltage, charge) / ideal_c - 1)
        worst_shifted = max(worst_shifted, error)
    error = abs(capacitance(overdrive, charges["interface"]) / ideal_c - 1)
    worst_unshifted = max(worst_unshifted, error)
assert worst_shifted < 1e-3                  # same grid-moment error as above
assert worst_unshifted > 0.1
print("Largest relative C-V difference from the charge-free curve:")
print(f"  after the common shift {worst_shifted:.1e}, "
      f"without it {worst_unshifted:.2f}")
gate_voltages = (-1.5, -0.8, -0.2)
print("Capacitance (nF/cm^2) at gate voltages "
      + ", ".join(f"{v:.1f}" for v in gate_voltages) + " V:")
for name, charge in {"no charge": NO_CHARGE, **charges}.items():
    values = [capacitance(v, charge) * TO_NF for v in gate_voltages]
    print(f"  {name:9s} " + " ".join(f"{c:6.1f}" for c in values))

# Mixed signs: neither zero shift nor zero net charge implies the other.
print("Mixed signs: net charge (1e12 cm^-2), shift (V), gate field (V/nm)")
mixed = {
    "no shift": ([(T_OX / 2, 2 * SHEET), (T_OX, -SHEET)], None),
    "no net": ([(T_OX / 2, -SHEET), (T_OX, SHEET)], None),
}
mixed_shifts = {}
for name, profile in mixed.items():
    charge = node_charge(profile)
    shift = flat_band(charge)
    mixed_shifts[name] = shift
    field = solve(shift, charge)[2] / EPS_OX
    assert abs(shift + moment(profile, 1) / EPS_OX) < 1e-6
    assert abs(field + moment(profile, 0) / EPS_OX) < 1e-6
    print(f"  {name:9s} {moment(profile, 0) * TO_CM2 / 1e12:z.3f} "
          f"{shift:z.4f} {field:z.4f}")
assert abs(mixed_shifts["no shift"]) < 1e-6
assert abs(mixed_shifts["no net"]) > 0.1

# Thinning from the gate side separates the four profiles.
remaining = 15.0
plane = T_OX - remaining
thin_shifts = []
print(f"Oxide thinned from the gate side to {remaining:.1f} nm:")
for name, profile in profiles.items():
    shift = flat_band(charges[name][round(plane / STEP):])
    assert abs(shift + moment(profile, 1, plane) / EPS_OX) < 1e-4
    thin_shifts.append(shift)
    print(f"  {name:9s} shift {shift:z.4f} V")
assert np.min(np.diff(np.sort(thin_shifts))) > 0.02

# Derivatives with respect to remaining thickness recover charge and density.
center, ds = 10.0, 0.5
series = [flat_band(charges["ramp"][round((T_OX - s) / STEP):])
          for s in (center - ds, center, center + ds)]
found_total = -EPS_OX * (series[2] - series[0]) / (2 * ds)
found_density = -EPS_OX * (series[2] - 2 * series[1] + series[0]) / ds**2
true_total = moment(profiles["ramp"], 0, T_OX - center)
true_density = profiles["ramp"][1](T_OX - center)
assert abs(found_total / true_total - 1) < 5e-3    # finite thickness step
assert abs(found_density / true_density - 1) < 5e-3
print(f"Ramp, from shifts at {center - ds:.1f}, {center:.1f}, "
      f"{center + ds:.1f} nm remaining:")
print(f"  remaining charge: found {found_total * TO_CM2:.3e}, "
      f"true {true_total * TO_CM2:.3e} cm^-2")
print(f"  density at gate plane: found {found_density * 1e21:.3e}, "
      f"true {true_density * 1e21:.3e} cm^-3")

# Layered insulator: equal first moments no longer give equal shifts.
K_GATE_LAYER = 20.0
layers = np.where(np.arange(N_OX) < N_OX // 2, K_GATE_LAYER, K_OX)
print(f"Two 10 nm layers, permittivity {K_GATE_LAYER:.1f} (gate side) "
      f"and {K_OX:.1f}:")
layer_shifts = []
for name in ("interface", "middle"):
    position, amount = profiles[name][0][0]
    weight = quad(lambda x: 1 / (EPS0 * (K_GATE_LAYER if x < T_OX / 2
                                         else K_OX)),
                  0, position, points=[T_OX / 2])[0]
    shift = flat_band(charges[name], layers)
    assert abs(shift + amount * weight) < 1e-6
    layer_shifts.append(shift)
    print(f"  {name:9s} shift {shift:z.4f} V")
assert abs(layer_shifts[0] - layer_shifts[1]) > 0.1

print("no test failed")
```

It prints:

```
oxide thickness 20.0 nm, temperature 300 K
relative permittivity: oxide 4.0, semiconductor 12.0
acceptors 1.0e+17 cm^-3, intrinsic density 1.0e+10 cm^-3
oxide capacitance 177.1 nF/cm^2
One sheet of 1.0e+12 cm^-2, Poisson solution:
   1.0 nm from gate: shift -0.0452 V
   5.0 nm from gate: shift -0.2262 V
  10.0 nm from gate: shift -0.4524 V
  15.0 nm from gate: shift -0.6786 V
  20.0 nm from gate: shift -0.9048 V
  extrapolated to the gate: 0.0000 V
Equal moments: total, equivalent (1e12 cm^-2), shift (V), gate field
  interface 1.000 1.000 -0.9048 -0.0452 V/nm
  middle    2.000 1.000 -0.9048 -0.0905 V/nm
  uniform   2.000 1.000 -0.9048 -0.0905 V/nm
  ramp      3.000 1.000 -0.9047 -0.1357 V/nm
  shift from the moment formula: -0.9048 V
Largest relative C-V difference from the charge-free curve:
  after the common shift 1.5e-05, without it 1.38
Capacitance (nF/cm^2) at gate voltages -1.5, -0.8, -0.2 V:
  no charge  171.1  166.8  154.9
  interface  164.3  138.3   94.6
  middle     164.3  138.3   94.6
  uniform    164.3  138.3   94.6
  ramp       164.3  138.3   94.6
Mixed signs: net charge (1e12 cm^-2), shift (V), gate field (V/nm)
  no shift  1.000 0.0000 -0.0452
  no net    0.000 -0.4524 0.0000
Oxide thinned from the gate side to 15.0 nm:
  interface shift -0.6786 V
  middle    shift -0.4524 V
  uniform   shift -0.5089 V
  ramp      shift -0.3817 V
Ramp, from shifts at 9.5, 10.0, 10.5 nm remaining:
  remaining charge: found 7.506e+11, true 7.500e+11 cm^-2
  density at gate plane: found 1.500e+18, true 1.500e+18 cm^-3
Two 10 nm layers, permittivity 20.0 (gate side) and 4.0:
  interface shift -0.5429 V
  middle    shift -0.1810 V
no test failed
```
